# Choosing bulk, film or plane geometry for Avrami crystallisation kinetics

In a 30 nm film with constant nucleation and growth rates, the local Avrami exponent computed below is 3.76 when a tenth of the film has crystallised, 3.54 at one half and 3.32 at nine tenths. Neither rate changes during the anneal. The drift comes from the thickness of the film.

The setting at issue is the geometry of a nucleation-and-growth calculation: bulk, film of finite thickness, or plane. Electronic-structure programs do not themselves fix this choice. They may help to estimate the two rates that the calculation takes as input, and the geometry then decides what those rates imply for a film.

## What the film setting assumes

The amorphous film fills $0<z<h$ and has no lateral edge. Nuclei appear at random at a constant rate $I$ per unit untransformed volume, starting with zero size. Each grows in all directions at constant speed $u$ until it meets another crystal or a face. The faces stop growth but do not start it. Temperature is uniform and constant.

The transformed fraction is $X(t)$, and the local Avrami exponent is

$$n(t)=\frac{d\ln L}{d\ln t},\qquad L(t)=-\ln[1-X(t)].$$

If $L\propto t^n$, this gives the constant $n$. Otherwise it is the slope of the Avrami plot at one time.

## From nuclei to a cut time cone

A point at depth $z$ is amorphous at time $t$ if no crystal has reached it. A nucleus born at time $\tau$ can reach it if it lies within the distance $u(t-\tau)$. The births that matter therefore fill a cone in space and time, cut off where it leaves the film. Let $\Omega(z,t)$ be its space-time volume.

Real nuclei are born in amorphous material, which makes their positions depend on earlier ones. To remove this dependence, add fictitious births at the same rate $I$ in crystallised material. Suppose such a phantom is born at $(\mathbf y,\tau)$, where a crystal born at $(\mathbf x,\sigma)$ has already arrived, so that $|\mathbf y-\mathbf x|\le u(\tau-\sigma)$. Any point $\mathbf p$ that the phantom reaches by time $t$ obeys

$$|\mathbf p-\mathbf x|\le|\mathbf p-\mathbf y|+|\mathbf y-\mathbf x|\le u(t-\tau)+u(\tau-\sigma)=u(t-\sigma).$$

The older crystal has reached it too, and the straight path between them stays inside the slab. Phantoms thus change nothing. With them, births form a Poisson process of uniform density $I$, and the chance of none in the cone is $e^{-I\Omega}$. Averaging over depth gives

$$X(t)=1-\langle e^{-I\Omega}\rangle,\qquad \langle f\rangle=\frac1h\int_0^h f(z)\,dz.$$

To find $\Omega$, take a ball of radius $r$ around the point and divide it by the plane at depth $z$. On the side where the face is at distance $a$, slices at distance $y$ have area $\pi(r^2-y^2)$. With $m=\min(a,r)$, the volume on that side is

$$b(a,r)=\int_0^m\pi(r^2-y^2)\,dy=\pi\left(r^2m-\frac{m^3}{3}\right).$$

Now sum over birth times. Since $r=u(t-\tau)$, the time element is $dr/u$, and $r$ runs from 0 to $R=ut$. If $R\le a$, then $b=2\pi r^3/3$ throughout and the integral is $\pi R^4/(6u)$. If $R>a$, the part up to $r=a$ gives $\pi a^4/(6u)$ and the rest uses $m=a$:

$$W=\frac{\pi}{u}\left[\frac{a^4}{6}+\frac{a(R^3-a^3)}{3}-\frac{a^3(R-a)}{3}\right]
=\frac{\pi}{u}\left[\frac{aR^3}{3}-\frac{a^3R}{3}+\frac{a^4}{6}\right].$$

The two terms $\mp a^4/3$ cancel. Replacing $a$ by $\min(a,R)$ in the last bracket covers both cases. The two sides add:

$$\Omega(z,t)=W(z,R)+W(h-z,R).$$

This construction was compared with a simulation that grows real nuclei and discards phantoms. It used 4000 periodic boxes with $h=\ell$ and side $4\ell$, where $\ell=(u/I)^{1/4}$. At $t=0.9\,\ell/u$ the simulated fraction was $0.390\pm0.002$, against 0.393 from the formula. At $1.2\,\ell/u$ it was $0.745\pm0.002$, against 0.748. The uncertainties are one standard error. All four simulated film averages lie slightly low, by at most 1.5 standard errors. They share the same boxes, so they are not four independent deviations.

## The exponent without numerical differentiation

The upper limit of the radius integral is the sole place where $t$ enters $W$. Its derivative is the integrand there times $dR/dt=u$, and this $u$ cancels the $1/u$:

$$\dot\Omega=b(z,R)+b(h-z,R).$$

Write $S=\langle e^{-I\Omega}\rangle$, so that $L=-\ln S$. Then $\dot L=-\dot S/S$ and $\dot S=-\langle I\dot\Omega e^{-I\Omega}\rangle$. Therefore

$$n=\frac{t\dot L}{L}=\frac{t\,\langle I\dot\Omega e^{-I\Omega}\rangle}{\langle e^{-I\Omega}\rangle\,[-\ln\langle e^{-I\Omega}\rangle]}.$$

Two numerical precautions follow from this form. First, $\Omega$ changes its formula at the depths $z=R$ and $z=h-R$, so the depth integral should be split there. Panels should also shrink towards the face, where late survivors collect. Secondly, $e^{-I\Omega}$ underflows late and $1-S$ loses digits early. With $E=I\Omega$ and its smallest value $E_0$ over depth,

$$L=E_0-\ln\left[1+\left\langle e^{-(E-E_0)}-1\right\rangle\right].$$

Functions that evaluate $e^x-1$ and $\ln(1+x)$ directly keep the early digits. For the 30 nm film, doubling the order from 12 to 24 points per panel moved $n$ by at most $3\times10^{-15}$ over times from $0.05$ to $4\,\ell/u$.

## One ratio fixes the regime

Measure lengths in $\ell=(u/I)^{1/4}$ and times in $t_0=\ell/u=(Iu^3)^{-1/4}$. The bracket in $W$ has dimension length to the fourth power, so $I\Omega$ carries the prefactor $I\ell^4/u=1$. The transformation curve then depends on $t/t_0$ and $h/\ell$ alone.

The example takes $u=0.1$ nm/s and $I=10^{-7}\ \mathrm{nm^{-3}s^{-1}}$. Hence $u/I=10^6\ \mathrm{nm^4}$, $\ell=31.6$ nm and $t_0=316$ s. A 30 nm film has $h/\ell=0.95$, so crystals span it while the transformation is in progress.

While $I\Omega\ll1$ at every depth, $L\simeq I\langle\Omega\rangle$. By symmetry $\langle\Omega\rangle=(2/h)\int_0^hW(a,R)\,da$. For $R\le h$, distances below and above $R$ contribute

$$\int_0^hW\,da=\frac{\pi}{u}\left[R^5\left(\frac16-\frac1{12}+\frac1{30}\right)+(h-R)\frac{R^4}{6}\right]
=\frac{\pi}{u}\left[\frac{hR^4}{6}-\frac{R^5}{20}\right].$$

For $R\ge h$, the second form of $W$ holds throughout, and its integral is $(\pi/u)[h^2R^3/6-h^4R/12+h^5/30]$. Multiplying by $2/h$,

$$\langle\Omega\rangle=\frac{\pi}{u}\begin{cases}R^4/3-R^5/(10h),&R\le h,\\ hR^3/3-h^3R/6+h^4/15,&R\ge h.\end{cases}$$

Set $\rho=R/h=ut/h$. Taking $d\ln\langle\Omega\rangle/d\ln\rho$ and multiplying numerator and denominator by 30 gives

$$n=\frac{40-15\rho}{10-3\rho}\ (\rho\le1),\qquad n=\frac{30\rho^3-5\rho}{10\rho^3-5\rho+2}\ (\rho\ge1).$$

The first expression has derivative $-30/(10-3\rho)^2<0$. The second equals $3+(10\rho-6)/(10\rho^3-5\rho+2)$. The numerator of its derivative is $-200\rho^3+180\rho^2-10$, which is negative for $\rho\ge1$. In this dilute regime $n$ therefore falls steadily from 4 to 3. It starts as $4-0.3\rho$ and equals $25/7=3.57$ when $ut=h$. Setting $n=3.5$ gives $10\rho^3-25\rho+14=0$, whose root above 1 is $\rho=1.116$.

At 300 s in the 30 nm film, $R=h$ and

$$I\langle\Omega\rangle=\pi\,(10^{-6}\ \mathrm{nm^{-4}})(30\ \mathrm{nm})^4\left(\frac13-\frac1{10}\right)=0.594.$$

Putting this mean into the exponential gives $X=1-e^{-0.594}=0.448$. The correct depth average is 0.446. The sign is general: $e^{-x}$ is convex, so $\langle e^{-I\Omega}\rangle\ge e^{-I\langle\Omega\rangle}$, and averaging the cone first cannot underestimate $X$. For this film the largest excess found is 0.0024 in $X$, at 361 s. The exponent at 300 s is 3.565, close to the dilute 3.571 although nearly half the film has transformed.

## The two ends of the crossing

At fixed $h$ and early enough times, almost every cone is uncut. Each side contributes $\pi R^4/(6u)$, so $L\to\pi Iu^3t^4/3$ and $n\to4$. Three powers of time come from growth in three directions and one from continued nucleation.

When $R\ge h$, every cone is cut on both sides:

$$\Omega=\frac{\pi}{u}\left[\frac{hR^3}{3}-\frac R3\{z^3+(h-z)^3\}+\frac{z^4+(h-z)^4}{6}\right].$$

The leading term does not depend on depth. Since $L$ lies between the smallest and largest values of $I\Omega$, it tends to $\pi Ihu^2t^3/3$. The leading term of $t\dot\Omega$ is likewise uniform and three times that of $\Omega$, so $n\to3$ for any finite thickness. One direction of growth has been used up.

The approach to 3 depends on where the survivors are. If all depths count equally, the curly bracket averages $h^3/2$. Then $L\propto R^3-h^2R/2$ and $n\simeq3+h^2/R^2$. If survivors sit at the faces, the bracket is $h^3$ and $n\simeq3+2h^2/R^2$. At $R=30h$ these estimates are 3.0011 and 3.0022. The computed values there are 3.0011 for 10 nm and 3.0022 for both 100 nm and 3000 nm. The 30 nm film lies between, at 3.0017.

## Why the crossing need not be monotonic

A point on the face of a very thick film sees half a cone. While $ut\ll h$, the value of $I\Omega$ is $y=\pi s^4/3$ in the interior, with $s=t/t_0$, and $y/2$ at a face. The last amorphous material is therefore at the faces.

Close to a face, the leading term of $W(z,R)$ is $\pi zR^3/(3u)$, so $I\Omega\simeq y/2+\pi s^3z/(3\ell)$. Integrating over depth gives a surviving layer of effective width $3\ell/(\pi s^3)$. This linear form requires the width to be much less than $R=s\ell$, hence $s^4\gg1$. Interior and two faces together give

$$1-X\simeq e^{-y}+\frac{6\ell}{\pi hs^3}e^{-y/2}.$$

Once the second term dominates,

$$L\simeq\frac y2+\Lambda,\quad\Lambda=\ln\frac{\pi hs^3}{6\ell},\qquad n\simeq\frac{2y+3}{y/2+\Lambda}.$$

The numerator follows from $t\,dy/dt=4y$ and $t\,d\Lambda/dt=3$. The small volume of the face layers enters through $\Lambda$, which raises $L$ without raising its slope much. That is what pulls $n$ down. When $y\gg\Lambda$, still with $ut\ll h$, the exponent returns towards 4.

For $h=3000$ nm, the computed minimum is $n=2.72$ at 648 s. There $s=2.05$, $y=18.5$ and $\Lambda=6.06$, and the face term alone gives 2.61. Including the 4 % of survivors in the interior raises the estimate to 2.71. At $10t_0$ the exponent is back at 3.99, and it later falls to 3. At the minimum the amorphous fraction is $2.4\times10^{-7}$, so a fit that ends at 99 % transformed never meets the dip.

The 100 nm film also shows a rise of $n$ during its descent, from a minimum of 3.31 at $s=1.80$ to a maximum of 3.79 at $s=3.36$. The rise begins only when the amorphous fraction is below $10^{-3}$. The same face survivors cause it. A face point keeps its uncut half cone until $ut=h$, here $s=3.16$, so the face term applies once the interior has crystallised. With $h/\ell=3.16$ it gives $n\simeq3.33$ at $s=2$ and $3.74$ at $s=3$, against 3.36 and 3.74 from the film integral. The 10 and 30 nm films showed no rise between $ut=0.05h$ and $30h$.

## Which geometry to select

With $I$ and $u$ held fixed, the three thinner films compare as follows.

| $h$ (nm) | $h/\ell$ | half-time (s) | $n$ at $X=0.1,\ 0.5,\ 0.9$ |
|---|---|---|---|
| 10 | 0.32 | 408 | 3.16, 3.05, 3.02 |
| 30 | 0.95 | 314 | 3.76, 3.54, 3.32 |
| 100 | 3.16 | 292 | 3.94, 3.86, 3.67 |

Setting $L=\ln2$ in the two limiting laws gives the half-times

$$t_{1/2}^{\rm bulk}=\left(\frac{3\ln2}{\pi Iu^3}\right)^{1/4},\qquad t_{1/2}^{\rm plane}=\left(\frac{3\ln2}{\pi Ihu^2}\right)^{1/3}.$$

The bulk value is 285 s, which is 2.5 % below that of the 100 nm film. The plane value for 10 nm is 405 s, about 1 % below the film result. Bulk geometry is thus adequate for the half-time at $h/\ell\gtrsim3$, and plane geometry at $h/\ell\lesssim0.3$, if errors of this size are acceptable. The exponent is more demanding: at 100 nm it has already fallen to 3.67 at $X=0.9$. Between these ratios, use the film integral.

A fitted exponent of 3.5 is not by itself evidence for a changing nucleation rate. Nor does $n=3$ prove that a film is thin. If all nuclei are present at the start with density $N$, a bulk sample has $L=(4\pi/3)Nu^3t^3$, which also gives 3. If nucleation at the faces is negligible, thickness separates the two cases: at fixed rates the plane half-time varies as $h^{-1/3}$, whereas the bulk result with fixed $N$ does not depend on $h$. That bulk result requires $h\gg N^{-1/3}$; at $h=N^{-1/3}$ the exponent at half transformation is already down to 2.69. Face nucleation can spoil this test. If nuclei form only at the two faces, at rate $J$ per unit area of each, a thin film has $L\to2\pi Ju^2t^3/3$, which also gives $n=3$ and a half-time independent of $h$.

The midpoint can also estimate the growth speed through $u\simeq1.116\,h/t_{3.5}$, where $t_{3.5}$ is the first time at which $n=3.5$. For 30 nm, $t_{3.5}=333$ s returns 0.101 nm/s, within 1 % of the input. For 100 nm, $t_{3.5}=461$ s returns 0.242 nm/s, which is 2.4 times too large. There the midpoint comes when 2.3 % of the film is still amorphous, and the dilute law has failed. Much thinner films have the opposite problem: at 10 nm the midpoint comes when only 1.1 % has crystallised, which is hard to measure. The estimate is therefore most useful for $h$ between about $0.6\,\ell$ and $\ell$, and it needs a correct time origin and negligible nucleation at the faces. With $J=10^{-6}\ \mathrm{nm^{-2}s^{-1}}$ on each face of the 30 nm film, it returns 0.083 nm/s, which is 17 % too small.

## Reading the result for a phase-change film

The rates are illustrative inputs for a blanket Ge₂Sb₂Te₅ film annealed near 150 °C, not measured or fitted data. In the 30 nm film they give a half-time of about 5 minutes and a final density of one grain per disc of diameter 37 nm. Some grains lie above one another, so a section parallel to the faces would show somewhat larger grains. Real films can depart from the model at their interfaces and at the start of the anneal. Suppose each face nucleates at $10^{-6}\ \mathrm{nm^{-2}s^{-1}}$, about what a 1 nm skin adds if its nucleation rate is eleven times that of the interior. The half-time then falls from 314 to 282 s, and $n$ at $X=0.5$ rises from 3.54 to 3.72. An incubation time of 60 s, left in the clock, multiplies the exponent by $374/314$ and gives 4.21. A tenfold change in $I$ at fixed $u$ moves the half-time to 168 or 624 s and $n$ to 3.75 or 3.18. These shifts exceed the error of any sensible quadrature.

The rise of $n$ with face nucleation can be traced. A face at distance $a<r$ cuts the ball in a disc of area $\pi(r^2-a^2)$. Integrating over $r$ from $a$ to $R$ gives $(\pi/u)(R^3/3-a^2R+2a^3/3)$. For $R\le h$, the depth average for two faces with rate $J$ each is

$$\frac{2\pi J}{hu}R^4\left(\frac13-\frac13+\frac16\right)=\frac{\pi JR^4}{3hu}.$$

This contribution keeps the exponent 4 until $ut=h$, while the interior contribution is already falling. Here $J/(Ih)=1/3$ and $\rho=0.94$ at the half-time. The sum of the two dilute terms then gives $n=3.73$, near the computed 3.72. About a third of the rise comes from the earlier half-time alone: without face nucleation, $n$ at 282 s is 3.60.

Smaller departures matter too. Nuclei that start with a radius of 1 nm gain $1/0.1=10$ s and lower $n$ to 3.42. This is an approximation, because a phantom of finite starting size can protrude slightly from the crystal that contains its centre, and the formula counts that protrusion. A film 6 % thinner, at unchanged rates, has $n=3.49$. With a rough overall barrier of 2.5 eV, an error of 1 K near 423 K raises the overall rate $1/t_0$ by 18 % if the film is warmer and lowers it by 15 % if it is cooler.

The film setting should not be carried over unchanged to a memory cell. The final grain density corresponds to 2.4 grains in an area of 50 nm × 50 nm, so one cell would not follow the smooth mean curve. Its side walls, temperature gradients and any crystalline rim also break the assumptions used here. The remaining values are in the numerical output.

## Table of computed values

```
growth speed u = 0.1 nm/s, nucleation rate I = 1.0e-07 /nm^3/s
length ell = 31.62 nm, time t0 = 316.2 s
bulk half-time = 285.2 s
dilute law: n at ut=h is 3.5714
dilute law: n=3.5 at ut/h = 1.1161
simulation, h=ell: t/t0, X simulated, std error, X formula
  0.6  0.1046  0.0009  0.1051
  0.9  0.3901  0.0021  0.3926
  1.2  0.7450  0.0022  0.7483
  1.5  0.9456  0.0011  0.9468
same runs at the face: t/t0, X simulated, std error, X formula
  0.9  0.2893  0.0023  0.2907
  1.2  0.6550  0.0027  0.6592
grains per ell^2 by 1.6 t0: simulated 0.9865 +- 0.0031, formula 0.9882
film h=30 nm: t (s), ut/h, X, 1-X, n
    30  0.100  0.00008  9.999e-01  3.9691
   100  0.333  0.00938  9.906e-01  3.8883
   200  0.667  0.12519  8.748e-01  3.7425
   300  1.000  0.44590  5.541e-01  3.5651
   400  1.333  0.79892  2.011e-01  3.3842
   500  1.667  0.96552  3.448e-02  3.2681
   600  2.000  0.99769  2.314e-03  3.1966
  1000  3.333  1.00000  9.139e-14  3.0798
h=10 nm: h/ell=0.316, half-time=408.2 s
  n at X=0.1, 0.5, 0.9: 3.161, 3.053, 3.025
  first n=3.5 at 111.6 s, 1-X there=9.893e-01
  lowest n=3.0011, largest step of n (rise if >0)=-4.7e-05
h=30 nm: h/ell=0.949, half-time=313.9 s
  n at X=0.1, 0.5, 0.9: 3.763, 3.537, 3.324
  first n=3.5 at 332.8 s, 1-X there=4.267e-01
  lowest n=3.0017, largest step of n (rise if >0)=-6.9e-05
h=100 nm: h/ell=3.162, half-time=292.5 s
  n at X=0.1, 0.5, 0.9: 3.939, 3.863, 3.672
  first n=3.5 at 461.1 s, 1-X there=2.282e-02
  lowest n=3.0022, largest step of n (rise if >0)=2.2e-02
h=3000 nm: lowest n=2.717 at 648 s, 1-X=2.4e-07
  n=3.992 at 10 t0, n=3.0022 at ut=30h
h=30 nm: averaging the cone first overstates X by up to 0.0024 at 361 s
doubling the quadrature order shifts n by at most 2.7e-15
h=30 nm: final grains per area = 9.472e-04 /nm^2, equal-area diameter = 36.7 nm
  mean grains nucleated in 50 nm x 50 nm = 2.37
neglected effects, h=30 nm: half-time (s), n at X=0.5
  base model: 313.9, 3.537
  face nucleation 1e-06 /nm^2/s each: 281.9, 3.716
  nucleus radius 1 nm: 303.9, 3.425
  film 6% thinner: 316.4, 3.493
  nucleation rate x10: 168.5, 3.749
  nucleation rate /10: 624.4, 3.181
  incubation 60 s, clock not reset: 373.9, 4.214
  1 K at 423 K, barrier 2.5 eV: rate +17.6 %
```
